# Robin boundary condition for a truncated neutral semiconductor: verification in Python

```python
"""
Result under test: a neutral semiconductor beyond x = L can be replaced by
    du/dx = -u/lambda   at x = L        (Robin condition),
u = potential / kT measured from the deep bulk, lambda = screening length.
Relative slope error at the cut: -a*u/6, a = curvature of the charge law.
Surface-field error at fixed surface potential: cubic in the tail value t;
zero-field and zero-potential cuts give quadratic errors.
In scaled work x is in units of lambda, and u'' = exp(u) - 1 (n-type).
s0 = scaled surface slope; ell^2 = hbar^2/(12 m kT) (quantum length).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad, trapezoid
from scipy.optimize import brentq

# ---------- rough typical inputs: n-type silicon body of a MOS transistor
T = 300.0
eps_r = 11.7
N = 1e17 * 1e6            # donors, m^-3
bending = 0.5             # surface depletion bending, eV
m_long, m_trans = 0.92, 0.19
m_dos = 1.08              # all-valley density-of-states mass
donor_depth = 0.045       # eV
n_i = 1e10 * 1e6          # m^-3
q = sc.e
kT = sc.k * T / q         # eV
lam = np.sqrt(eps_r * sc.epsilon_0 * kT / (q * N))
lam_nm = lam * 1e9
u0 = -bending / kT

# the atomic-unit formula must give the same length as the SI formula
bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy in eV"][0]
lam_au = np.sqrt(eps_r * (kT / hartree) / (4 * np.pi * N * bohr**3))
assert abs(lam_au * bohr / lam - 1) < 1e-7


# ---------- slope correction from the charge law, by quadrature
def slope_ratio(charge, u):
    """True tail slope divided by Robin slope, from the charge law alone."""
    h = 1e-4
    stiffness = (charge(h) - charge(-h)) / (2 * h)
    work = quad(charge, 0, u, epsabs=1e-14, epsrel=1e-11)[0]
    return np.sqrt(2 * work / stiffness) / abs(u)


def odd_part(charge, h=0.02):
    return (slope_ratio(charge, h) - slope_ratio(charge, -h)) / (2 * h)


minority = 0.3
mixed = lambda u: np.expm1(u) - minority * np.expm1(-u)
a_mixed = (1 - minority) / (1 + minority)
assert abs(odd_part(mixed) / (a_mixed / 6) - 1) < 2e-3
intrinsic = lambda u: np.expm1(u) - np.expm1(-u)
assert abs((slope_ratio(intrinsic, 0.2) - 1) / 0.2**2 * 24 - 1) < 5e-3

nodes, weights = np.polynomial.legendre.leggauss(160)
y = 4.5 * (nodes + 1)
wy = 4.5 * weights * 4 / np.sqrt(np.pi) * y**2


def fermi(eta, order=0):
    """Density / Nc for parabolic bands, or its eta-derivative."""
    f = 1 / (np.exp(y**2 - eta) + 1)
    g = [f, f * (1 - f), f * (1 - f) * (1 - 2 * f)][order]
    return float(np.sum(wy * g))


eta_deg = 5.0
a_deg = fermi(eta_deg, 2) / fermi(eta_deg, 1)
degenerate = lambda u: fermi(eta_deg + u) - fermi(eta_deg)
assert abs(odd_part(degenerate, 0.1) / (a_deg / 6) - 1) < 1e-2


def ratio(u):
    """Closed form of the slope ratio for majority Boltzmann carriers."""
    return np.sqrt(2 * (np.expm1(u) - u)) / abs(u)


assert abs(ratio(0.1) - (1 + 0.1 / 6 + 0.1**2 / 36)) < 1e-5
miss = lambda u: abs(1 / ratio(u) - 1) - 0.01
u_plus = brentq(miss, 0.01, 1.0)
u_minus = brentq(miss, -1.0, -0.01)
assert abs(u_plus / 0.06 - 1) < 0.05 and abs(u_minus / -0.06 - 1) < 0.05


# ---------- nonlinear Poisson equation, integrated from the cut to x = 0
def rhs(x, v):
    return [v[1], np.expm1(v[0])]


def integrate(L, start, dense=False):
    return solve_ivp(rhs, (L, 0.0), start, method="DOP853", rtol=1e-12,
                     atol=1e-15, dense_output=dense)


def truncated(L, kind, length=1.0, dense=False):
    """Solve with u(0)=u0 and the named condition at L."""
    def start(log_amp):
        amp = np.exp(log_amp)
        return {"robin": [-amp, amp / length], "field0": [-amp, 0.0],
                "pot0": [0.0, amp]}[kind]
    f = lambda p: integrate(L, start(p)).y[0, -1] - u0
    p = brentq(f, -30.0, np.log(25.0), xtol=1e-13)
    return integrate(L, start(p), dense)


far = truncated(20.0, "robin", dense=True)
s_far = far.y[1, -1]
s0 = np.sqrt(2 * (np.expm1(u0) - u0))
assert abs(s_far / s0 - 1) < 1e-8
tail = lambda L: far.sol(L)[0]
u90, slope90 = far.sol(90 / lam_nm)
assert abs(-slope90 / u90 / ratio(u90) - 1) < 1e-6

table = []
for L_nm in (90.0, 100.0, 120.0):
    L = L_nm / lam_nm
    t = tail(L)
    predicted = {"robin": -t**3 / 6, "field0": -2 * t**2, "pot0": 2 * t**2}
    row = []
    for kind in ("robin", "field0", "pot0"):
        err = truncated(L, kind).y[1, -1] - s_far
        guess = predicted[kind] / s0
        if abs(t) < 0.2:   # leading order: next term is relative order t
            assert abs(err / guess - 1) < 1.5 * abs(t)
        row += [100 * err / s0, 100 * guess / s0]
    table.append((L_nm, t, row))

# wrong screening length in the Robin condition
L, shift = 120 / lam_nm, 0.05
t = tail(L)
err_shift = truncated(L, "robin", 1 + shift).y[1, -1] - s_far
guess_shift = -(shift * t**2 + t**3 / 6) / s0
assert abs(err_shift / guess_shift - 1) < 0.08   # next order in shift and t

# accumulation: the error must change sign
u_acc, u_cut = 3.0, 0.1
hit = lambda x, v: v[0] - u_acc
hit.terminal = True
acc = solve_ivp(rhs, (0, -30), [u_cut, -u_cut], method="DOP853",
                rtol=1e-12, atol=1e-15, events=hit)
s_acc = -np.sqrt(2 * (np.expm1(u_acc) - u_acc))
err_acc = acc.y_events[0][0][1] - s_acc
assert abs(err_acc / (-u_cut**3 / 6 / s_acc) - 1) < u_cut

# shortest boxes for a chosen relative surface-field error
tau = 1e-4
t_robin = (6 * tau * s0**2) ** (1 / 3)
t_field = np.sqrt(tau * s0**2 / 2)
boxes = []
for kind, size in (("robin", t_robin), ("field0", t_field)):
    Lbox = brentq(lambda x: tail(x) + size, 4.0, 15.0)
    got = abs(truncated(Lbox, kind).y[1, -1] / s_far - 1)
    assert abs(got / tau - 1) < 1.5 * size
    boxes.append((Lbox * lam_nm, got))


# ---------- quantum response: Boltzmann gas in a weak cosine potential
def response(wave, v=1e-3, half=45):
    """Energy in kT, length in ell: kinetic energy is 6 k^2."""
    j = np.arange(-half, half + 1)
    n0 = n1 = 0.0
    for k in (np.arange(5) + 0.5) / 5 * wave:
        H = np.diag(6 * (k + wave * j) ** 2)
        H = H - v / 2 * (np.eye(len(j), k=1) + np.eye(len(j), k=-1))
        E, c = np.linalg.eigh(H)
        occ = np.exp(-E)
        n0 += occ.sum()
        n1 += np.sum(occ * 2 * np.sum(c[:-1] * c[1:], axis=0))
    return n1 / (n0 * v)


coef = (1 - response(0.1)) / 0.1**2
assert abs(coef - 1) < 0.01       # next term is relative order wave^2

# electrons missing beside a hard wall, from box eigenstates
width = 40.0
x = np.linspace(0, width / 2, 2001)
kk = np.pi * np.arange(1, 80) / width
dens = (np.sin(np.outer(x, kk)) ** 2) @ np.exp(-6 * kk**2)
hole = trapezoid(1 - dens / dens[-1], x)
assert abs(hole / (np.sqrt(6 * np.pi) / 2) - 1) < 1e-5

masses = np.array([m_long, m_trans, m_trans])   # equal valley populations
ell = np.sqrt(sc.hbar**2 / (12 * masses * sc.m_e * sc.k * T))
ell2 = np.mean(ell**2)
shift_quantum = np.sqrt(1 - ell2 / lam**2) - 1
wall_nm = hole * np.mean(ell) * 1e9
t100 = abs(table[1][1])
wall_ratio = wall_nm / (lam_nm * t100)

# ---------- other neglected effects
Nc = 2 * (m_dos * sc.m_e * sc.k * T / (2 * np.pi * sc.hbar**2)) ** 1.5
eta = brentq(lambda e: fermi(e) - N / Nc, -15, 5)
shift_deg = np.sqrt(fermi(eta) / fermi(eta, 1)) - 1
bind = 2 * np.exp(donor_depth / kT) * N / Nc
frac = brentq(lambda f: f - bind * (1 - f) ** 2, 0, 1)  # neutral donors
r = frac / (1 - frac)
stored = lambda u: (1 - frac) * np.exp(u) + r * np.exp(u) / (1 + r * np.exp(u))
stiff = (stored(1e-4) - stored(-1e-4)) / 2e-4
assert abs(stiff - (1 - frac**2)) < 1e-7
shift_freeze = 1 / np.sqrt(stiff) - 1
holes = (n_i / N) ** 2 * np.exp(-u0)
lam_hot = np.sqrt(eps_r * sc.epsilon_0 * sc.k * 400 / (q**2 * N)) * 1e9
l_b = q / (4 * np.pi * eps_r * sc.epsilon_0 * kT)
# variance of independent screened donors; r in units of lambda
var = quad(lambda z: 4 * np.pi * N * lam * l_b**2 * np.exp(-2 * z), 0, 40)[0]
assert abs(var / (l_b / (2 * lam)) - 1) < 1e-8
rms = np.sqrt(var)
spacing = N ** (-1 / 3) * 1e9
field = s0 * kT / lam / 1e8       # MV/cm

print(f"Temperature {T:.0f} K; kT = {kT:.5f} eV")
print(f"Donors {N/1e6:.1e} cm^-3; relative permittivity {eps_r}")
print(f"Surface depletion bending {bending:.2f} eV; u0 = {u0:.3f}")
print(f"Screening length lambda = {lam_nm:.3f} nm")
print(f"Scaled surface slope s0 = {s0:.4f}; from long box {s_far:.4f}")
print(f"Surface field = {field:.4f} MV/cm")
for u in (-1.0, -0.5, -0.1, 0.1, 0.5, 1.0):
    print(f"Robin slope error at u={u:+.1f}: {100*(1/ratio(u)-1):+.3f} %")
print(f"1% slope error at u = {u_minus:.4f} and {u_plus:+.4f}")
print(f"  as energies: {u_minus*kT:.5f} and {u_plus*kT:+.5f} eV")
print(f"Curvature a, holes/electrons={minority}: {a_mixed:.4f}")
print(f"Curvature a, degenerate, eta={eta_deg:.0f}: {a_deg:.4f}")
print("Surface-field errors in %, computed (leading-order formula):")
for L_nm, t, e in table:
    print(f"L={L_nm:.0f} nm: true tail u={t:.5f}, {t*kT:.6f} eV")
    print(f"  Robin {e[0]:+.6f} ({e[1]:+.6f})")
    print(f"  zero field {e[2]:+.5f} ({e[3]:+.5f})")
    print(f"  zero potential {e[4]:+.5f} ({e[5]:+.5f})")
print(f"Length wrong by {100*shift:.0f}%, L=120 nm: field error "
      f"{100*err_shift/s0:+.6f} % ({100*guess_shift/s0:+.6f})")
print(f"Accumulation u0={u_acc}, u_L={u_cut}: scaled slope {s_acc:.4f},"
      f" error {err_acc:+.3e}")
print(f"Target surface-field error {100*tau:.2f} %:")
for name, size, b in zip(("Robin", "zero field"), (t_robin, t_field), boxes):
    print(f"  {name}: |t|={size:.4f}, L={b[0]:.2f} nm, got {100*b[1]:.5f} %")
print(f"Quantum response coefficient (expected 1): {coef:.4f}")
print(f"Quantum length, rms over valleys: {np.sqrt(ell2)*1e9:.4f} nm")
print(f"Change of lambda, quantum: {100*shift_quantum:+.3f} %")
print(f"Change of lambda, degeneracy: {100*shift_deg:+.3f} %")
print(f"Neutral donor fraction {frac:.4f} (depth {donor_depth} eV)")
print(f"Change of lambda, donor filling: {100*shift_freeze:+.3f} %")
print(f"lambda at 400 K = {lam_hot:.3f} nm")
print(f"Surface holes / donors = {holes:.2e}")
print(f"Hard-wall missing layer = {wall_nm:.3f} nm of donor density")
print(f"  missing charge / tail charge at L=100 nm: {wall_ratio:.3f}")
print(f"Mean donor spacing = {spacing:.2f} nm")
print(f"Random-donor rms potential: {rms:.3f} kT = {rms*kT:.4f} eV")
print("finished without a failed check")
```

Output:

```
Temperature 300 K; kT = 0.02585 eV
Donors 1.0e+17 cm^-3; relative permittivity 11.7
Surface depletion bending 0.50 eV; u0 = -19.341
Screening length lambda = 12.929 nm
Scaled surface slope s0 = 6.0565; from long box 6.0565
Surface field = 0.1211 MV/cm
Robin slope error at u=-1.0: +16.582 %
Robin slope error at u=-0.5: +8.322 %
Robin slope error at u=-0.1: +1.667 %
Robin slope error at u=+0.1: -1.667 %
Robin slope error at u=+0.5: -8.321 %
Robin slope error at u=+1.0: -16.567 %
1% slope error at u = -0.0600 and +0.0600
  as energies: -0.00155 and +0.00155 eV
Curvature a, holes/electrons=0.3: 0.5385
Curvature a, degenerate, eta=5: 0.1087
Surface-field errors in %, computed (leading-order formula):
L=90 nm: true tail u=-0.25682, -0.006639 eV
  Robin +0.006741 (+0.007697)
  zero field -0.41723 (-0.35962)
  zero potential +0.27744 (+0.35962)
L=100 nm: true tail u=-0.12121, -0.003134 eV
  Robin +0.000761 (+0.000809)
  zero field -0.08484 (-0.08010)
  zero potential +0.07064 (+0.08010)
L=120 nm: true tail u=-0.02622, -0.000678 eV
  Robin +0.000008 (+0.000008)
  zero field -0.00378 (-0.00375)
  zero potential +0.00365 (+0.00375)
Length wrong by 5%, L=120 nm: field error -0.000082 % (-0.000086)
Accumulation u0=3.0, u_L=0.1: scaled slope -5.6720, error +3.013e-05
Target surface-field error 0.01 %:
  Robin: |t|=0.2802, L=88.82 nm, got 0.00865 %
  zero field: |t|=0.0428, L=113.62 nm, got 0.01017 %
Quantum response coefficient (expected 1): 0.9940
Quantum length, rms over valleys: 0.9751 nm
Change of lambda, quantum: -0.285 %
Change of lambda, degeneracy: +0.063 %
Neutral donor fraction 0.0375 (depth 0.045 eV)
Change of lambda, donor filling: +0.070 %
lambda at 400 K = 14.929 nm
Surface holes / donors = 2.51e-06
Hard-wall missing layer = 2.019 nm of donor density
  missing charge / tail charge at L=100 nm: 1.289
Mean donor spacing = 21.54 nm
Random-donor rms potential: 0.429 kT = 0.0111 eV
finished without a failed check
```
